# Two-photon decay of the hydrogenic 2s level, part 1

(Sections cited here and not found follow in the second part.)

## Problem

One electron is bound to a point nucleus of charge $Z$ and is prepared in the 2s state. The theory is Schrödinger's, without spin, so that 2s and 2p are exactly degenerate. The radiation field is taken in the electric-dipole approximation. Atomic units are used ($\hbar = m = e = 1$, Gaussian fields, $c = 1/\alpha$, lengths in $a_0$, energies in $E_h$), and rates are converted to $\mathrm{s}^{-1}$ by dividing by the atomic unit of time, $t_a = 2.418884\times10^{-17}$ s.

(a) Derive the rate for $2s \to 1s + \gamma + \gamma$ as an integral over the share $y$ of the transition energy that one photon carries.

(b) Evaluate the sum over intermediate p states with a discrete set of functions, and find the total rate $W$ and the spectrum $A(y)$ for $Z = 1$ and an infinitely heavy nucleus.

(c) Find how $W$ depends on $Z$ and on the nuclear mass.

## The rate formula

The nucleus is first held fixed, so $H = p^2/2 - Z/r$ and $\omega_0 = E_{2s} - E_{1s} = -Z^2/8 + Z^2/2 = 3Z^2/8$. The electron has charge $-1$, and minimal coupling in the Coulomb gauge gives $H' = \alpha\,\mathbf A\cdot\mathbf p + \tfrac12\alpha^2 A^2$.

In a box of volume $V$ each mode with real polarization vector $\boldsymbol\epsilon \perp \mathbf k$ contributes $\mathcal A\,\boldsymbol\epsilon\,(a\,e^{i\mathbf k\cdot\mathbf r} + a^\dagger e^{-i\mathbf k\cdot\mathbf r})$ to $\mathbf A$. Since $\mathbf E = -c^{-1}\partial_t\mathbf A$, the vacuum value of $E^2$ from this mode is $\omega^2\mathcal A^2/c^2$, and that of $B^2$ is the same. The energy $(V/8\pi)\cdot 2\omega^2\mathcal A^2/c^2$ must equal $\omega/2$, so $\alpha\mathcal A = \sqrt{2\pi/\omega V}$.

One photon cannot make the transition in this model. The matrix element $\langle 1s|e^{-i\mathbf k\cdot\mathbf r}\mathbf p|2s\rangle$ is a vector, both states are spherically symmetric, so it points along $\mathbf k$, and $\boldsymbol\epsilon\cdot\mathbf k = 0$. The leading process has two photons. The dipole approximation replaces the exponentials by 1; its small parameter is $k a_0/Z \le \omega_0\alpha/Z$, which is $2.737\times10^{-3}$ for $Z=1$.

The golden rule for a given final state is $2\pi|M|^2\delta(\omega_0 - \omega_1 - \omega_2)$, with $M$ the first-order matrix element of $H'$ plus the second-order sum $\sum \langle f|H'|n\rangle\langle n|H'|i\rangle/(E_i - E_n)$ over states of atom and field. The $A^2$ term can create two photons in first order, but in the dipole approximation it does not act on the electron and is proportional to $\langle 1s|2s\rangle = 0$. In second order either photon can be emitted first, leaving the atom in $|n\rangle$ with total energy $E_n + \omega_1$ or $E_n + \omega_2$. With $\Delta_n = E_n - E_{2s}$,

$$M = -\frac{2\pi}{V\sqrt{\omega_1\omega_2}}\sum_n\left[\frac{\langle 1s|\boldsymbol\epsilon_2\cdot\mathbf p|n\rangle\langle n|\boldsymbol\epsilon_1\cdot\mathbf p|2s\rangle}{\Delta_n + \omega_1} + (1\leftrightarrow2)\right].$$

The sum comes from inserting the unit operator, so it runs over a complete set of eigenstates of $H$.

The momentum is traded for the position. From $[p^2/2, x_i] = -ip_i$ follows $p_i = i[H, x_i]$ and $\langle a|p_i|b\rangle = i(E_a - E_b)\langle a|x_i|b\rangle$. The product of the two factors is $i(E_{1s} - E_n)\cdot i(E_n - E_{2s}) = (\Delta_n + \omega_0)\Delta_n$.

The angular part separates. Write $x_i = r n_i$ and each state as $u(r)Y_{lm}/r$ with real $u$. The three components $n_i$ are linear combinations of the $Y_{1m}$, so $n_jY_{00}$ is pure $l=1$, only p states contribute, and the projector $\sum_m|1m\rangle\langle 1m|$ leaves $n_jY_{00}$ unchanged:

$$\sum_m\langle 00|n_i|1m\rangle\langle 1m|n_j|00\rangle = \langle 00|n_in_j|00\rangle = \tfrac13\delta_{ij}.$$

The last step holds because the average of $n_in_j$ over the sphere is an isotropic tensor with trace 1. Both orderings therefore carry the factor $\boldsymbol\epsilon_1\cdot\boldsymbol\epsilon_2/3$. Define the radial products

$$\rho_n = R(1s,np)\,R(np,2s), \qquad R(a,b) = \int_0^\infty u_a\,r\,u_b\,dr .$$

The sign of $u_{np}$ cancels in $\rho_n$; $u_{1s}$ and $u_{2s}$ are taken positive near the origin. Because $\omega_1 + \omega_2 = \omega_0$, one has $\Delta(\Delta + \omega_0) = (\Delta + \omega_1)(\Delta + \omega_2) - \omega_1\omega_2$, as multiplying out shows. Dividing by each denominator and adding,

$$\Delta(\Delta+\omega_0)\left[\frac1{\Delta+\omega_1} + \frac1{\Delta+\omega_2}\right] = (2\Delta + \omega_0) - \omega_1\omega_2\left[\frac1{\Delta+\omega_1} + \frac1{\Delta+\omega_2}\right].$$

The first term sums to zero over a complete set. Since $2\Delta_n + \omega_0 = 2E_n - E_{1s} - E_{2s}$, completeness gives for one Cartesian component

$$\tfrac13\sum_n(2\Delta_n + \omega_0)\rho_n = \langle 1s|2xHx - Hx^2 - x^2H|2s\rangle = \langle 1s|[x,[H,x]]|2s\rangle,$$

and $[x,[H,x]] = [x,-ip_x] = 1$. Hence

$$\sum_n(2\Delta_n + \omega_0)\rho_n = 3\langle 1s|2s\rangle = 0. \tag{1}$$

What remains is the length form of the amplitude,

$$M = \frac{2\pi\sqrt{\omega_1\omega_2}}{V}\,\frac{\boldsymbol\epsilon_1\cdot\boldsymbol\epsilon_2}{3}\,[T(\omega_1) + T(\omega_2)], \qquad T(\omega) = \sum_n\frac{\rho_n}{\Delta_n + \omega}. \tag{2}$$

No p state lies below 2s, so $\Delta_n \ge 0$ and no denominator vanishes for $0<\omega<\omega_0$: there is no real cascade through an intermediate level.

A final state is an unordered pair of modes. Summing over both modes independently counts each pair twice, which a factor $\tfrac12$ repairs; the terms with both photons in one mode have vanishing weight as $V\to\infty$. Each mode sum becomes $V\int d^3k/(2\pi)^3 = V\alpha^3\int\omega^2d\omega\,d\Omega/(2\pi)^3$, because $k = \alpha\omega$. The two polarizations of one direction give $\sum\epsilon_i\epsilon_j = \delta_{ij} - \hat k_i\hat k_j$, so

$$\sum_{\rm pol}(\boldsymbol\epsilon_1\cdot\boldsymbol\epsilon_2)^2 = (\delta_{ij} - \hat k_{1i}\hat k_{1j})(\delta_{ij} - \hat k_{2i}\hat k_{2j}) = 3 - 1 - 1 + \cos^2\theta = 1 + \cos^2\theta .$$

This is the angular correlation of the two photons, and its mean over directions is $4/3$. The powers of $2\pi$ are one from the golden rule, two from $|M|^2$ and minus six from the mode densities, and $V$ cancels:

$$W = \frac12\int_0^{\omega_0}d\omega_1\,\frac{\alpha^6\omega_1^3\omega_2^3}{(2\pi)^3}\,(4\pi)^2\,\frac43\,\frac19\,[T(\omega_1) + T(\omega_2)]^2 .$$

The number is $16\pi^2\cdot 4/(8\pi^3\cdot 27) = 8/27\pi$. With $\omega_1 = y\omega_0$ and $\omega_2 = (1-y)\omega_0$ the answer to (a) is

$$W = \frac12\int_0^1A(y)\,dy, \qquad A(y) = \frac{8\alpha^6}{27\pi}\,\omega_0\,\omega_1^3\omega_2^3\,[T(\omega_1) + T(\omega_2)]^2. \tag{3}$$

$A(y)\,dy$ is the number of photons emitted per unit time in $dy$; it integrates to $2W$ because each decay gives two photons. The replacement $y\to1-y$ exchanges $\omega_1$ and $\omega_2$ and with them the two orderings, so $A(y) = A(1-y)$ identically, however $T$ is evaluated. With $\alpha = 7.2973526\times10^{-3}$ the prefactor is $8\alpha^6/27\pi = 1.424191\times10^{-14}$.

The angular factor and the polarization sum were tested by quadrature with explicit spherical harmonics and polarization vectors. The prefactor, including the $\tfrac12$, was tested by summing the golden rule in SI units over unordered pairs of discrete modes of a cubic box, with $\omega_0$ equal to 50 mode spacings and a smoothed delta function. The result is $2.1\times10^{-3}$ below the value of (3), relative to that value, within the asserted tolerance $5\times10^{-3}$. The likely source is the coarse sampling of the lowest modes, where the summand varies as $1/|\mathbf k|$; the dependence on box size was not tested. The program and its output are printed after this text.

## A tempting solution: the bound p states

From here $Z = 1$ and $\omega_0 = 0.375$. The problem asks for a discrete set of intermediate p states, and the atom offers one: 2p, 3p, 4p and so on, infinite in number and known exactly.

The 2p state has the smallest denominator. With $u_{1s} = 2re^{-r}$, $u_{2s} = r(1-r/2)e^{-r/2}/\sqrt2$, $u_{2p} = r^2e^{-r/2}/\sqrt{24}$ and $\int_0^\infty r^se^{-br}dr = s!/b^{s+1}$,

$$R(1s,2p) = \frac{2}{\sqrt{24}}\,4!\left(\frac23\right)^5 = \frac{128\sqrt6}{243} = 1.290266, \qquad R(2p,2s) = \frac{4! - \tfrac12 5!}{\sqrt{48}} = -3\sqrt3 = -5.196152,$$

so $\rho_2 = -6.70442$. With $\Delta_2 = 0$ this state alone gives $T(\omega_1) + T(\omega_2) = \rho_2\,\omega_0/\omega_1\omega_2$, and (3) becomes a parabola,

$$A_{2p}(y) = s\,y(1-y), \qquad s = \frac{8\alpha^6}{27\pi}\,\omega_0^5\rho_2^2 . \tag{4}$$

In numbers, $1.424191\times10^{-14}\times7.415771\times10^{-3}\times44.9492 = 4.74730\times10^{-15}$, and division by $t_a$ gives $s = 196.260\ \mathrm{s}^{-1}$. Since $\tfrac12\int_0^1y(1-y)\,dy = 1/12$, $W_{2p} = 16.355\ \mathrm{s}^{-1}$.

The higher states need Laguerre polynomials. They are defined by $x^ae^{-x}L_k^{(a)}(x) = (1/k!)\,(d/dx)^k(x^{k+a}e^{-x})$, and Leibniz's rule gives $L_k^{(a)} = \sum_j(-1)^j\binom{k+a}{k-j}x^j/j!$. Integrating by parts $k$ times, for any smooth $F$ that does not spoil convergence,

$$\int_0^\infty x^ae^{-x}L_k^{(a)}F\,dx = \frac{(-1)^k}{k!}\int_0^\infty x^{k+a}e^{-x}F^{(k)}dx. \tag{5}$$

Three results follow. A polynomial $F$ of degree below $k$ gives zero, which is orthogonality, and $F = L_k^{(a)}$, with $F^{(k)} = (-1)^k$, gives the norm $(k+a)!/k!$. For $a=3$ this is $c_k = (k+3)!/k!$. Next, $F = xL_k^{(3)}$ has, from its two highest coefficients, $F^{(k)} = (-1)^k[(k+1)x - k(k+3)]$, so $\int x^4e^{-x}[L_k^{(3)}]^2dx = c_k[(k+1)(k+4) - k(k+3)] = (2k+4)c_k$. Finally, $F = e^{-(\beta-1)x}$ gives

$$\int_0^\infty x^ae^{-\beta x}L_k^{(a)}dx = \frac{(k+a)!}{k!}\,\frac{(\beta-1)^k}{\beta^{k+a+1}}. \tag{6}$$

Minus the first and plus the second $\beta$-derivative of (6) for $a=3$ insert $x$ and $x^2$. With $q = (\beta-1)/\beta$,

$$I_4 = \int x^4e^{-\beta x}L_k^{(3)}dx = \frac{c_k}{\beta^5}\left[(k+4)q^k - kq^{k-1}\right],$$

$$I_5 = \int x^5e^{-\beta x}L_k^{(3)}dx = \frac{c_k}{\beta^6}\left[k(k-1)q^{k-2} - 2k(k+4)q^{k-1} + (k+4)(k+5)q^k\right].$$

Both were tested against numerical quadrature for $k = 3$, $\beta = 0.8$.

Consider $S_k = x^2e^{-x/2}L_k^{(3)}(x)$ with $x = 2\kappa r$, and the $l=1$ equation $-\tfrac12u'' + u/r^2 + \tfrac12\kappa^2u = (\zeta/r)u$. Changing variable and dividing by $2\kappa^2$ gives $-u_{xx} + 2u/x^2 + u/4 = (\zeta/\kappa)u/x$. For $u = gL$ with $g = x^2e^{-x/2}$ one has $g' = (2/x - \tfrac12)g$ and $g'' = (2/x^2 - 2/x + \tfrac14)g$, and the equation reduces to $xL'' + (4-x)L' + (\zeta/\kappa - 2)L = 0$. A power series solves it if $(j+1)(j+4)a_{j+1} = (j - \zeta/\kappa + 2)a_j$, and the coefficients of $L_k^{(3)}$ have the ratio $-(k-j)/[(j+1)(j+4)]$. Thus

$$\left(-\frac12\frac{d^2}{dr^2} + \frac1{r^2} + \frac{\kappa^2}2\right)S_k = \frac{\kappa(k+2)}{r}\,S_k. \tag{7}$$

The bound state $np$ has $\zeta = 1$, so $\kappa = 1/n$, $k = n-2$, $E_n = -1/2n^2$, and $\int S_k^2dr = (n/2)(2k+4)c_k = n^2c_k$. For any $\kappa$ the overlaps with the two source functions are, using $r = x/2\kappa$,

$$a_k = \int ru_{1s}S_k\,dr = \frac{2I_4(\beta_1)}{(2\kappa)^3}, \qquad b_k = \int ru_{2s}S_k\,dr = \frac1{\sqrt2}\left[\frac{I_4(\beta_2)}{(2\kappa)^3} - \frac{I_5(\beta_2)}{2(2\kappa)^4}\right], \tag{8}$$

with $\beta_1 = \tfrac12 + 1/2\kappa$ and $\beta_2 = \tfrac12 + 1/4\kappa$. Then $\rho_n = a_kb_k/n^2c_k$.

For $n\ge3$ this closes. In $a_k$, $\beta_1 = (n+1)/2$, $q_1 = (n-1)/(n+1)$, and $(k+4)q_1 - k = [(n+2)(n-1) - (n-2)(n+1)]/(n+1) = 2n/(n+1)$, so $a_k = 2(n/2)^3c_k\,q_1^{n-3}\,[2n/(n+1)]\,[2/(n+1)]^5 = 16n^4c_k(n-1)^{n-3}/(n+1)^{n+3}$. In $b_k$, $\beta_2 = (n+2)/4$ and $q_2 = k/(k+4)$, so the bracket of $I_4$ vanishes. The bracket of $I_5$ is $q_2^{k-2}[k(k-1) - 2k^2 + k^2(k+5)/(k+4)] = q_2^{k-2}k[-1 + k/(k+4)] = -4q_2^{k-1}$. Hence $b_k = (n/2)^4\cdot4c_k\,q_2^{n-3}[4/(n+2)]^6/2\sqrt2 = 256\sqrt2\,n^4c_k(n-2)^{n-3}/(n+2)^{n+3}$, and with $c_k = (n-1)n(n+1)$,

$$\rho_n = 4096\sqrt2\;n^7(n^2-1)\,\frac{[(n-1)(n-2)]^{n-3}}{[(n+1)(n+2)]^{n+3}}, \qquad n\ge3. \tag{9}$$

For $n=3$ this is $4096\sqrt2\cdot2187\cdot8/20^6 = 1.58356$. Every $\rho_n$ with $n\ge3$ is positive, opposite to $\rho_2$. For large $n$, $[(n-1)/(n+1)]^n\to e^{-2}$ and $[(n-2)/(n+2)]^n\to e^{-4}$, so $\rho_n\to4096\sqrt2\,e^{-6}/n^3$, and the terms beyond $n_{\max}$ add up to about $2048\sqrt2\,e^{-6}/n_{\max}^2$. For $n_{\max} = 2000$ this is of order $10^{-6}$. The series converges, the spectrum is symmetric, and (3) with the states up to $n=2000$ gives

$$W_{\rm bound} = 10.01\ \mathrm{s}^{-1}.$$

## Where the fault lies

The series has converged, but to a part of $T$. The bound states are not complete: the hydrogen atom has p states at every positive energy, and the unit operator inserted in $M$ contains them. Neither the convergence in $n$ nor the symmetry of $A$ can show the omission, since the first concerns only the terms kept and the second holds for any set of states.

A sum whose exact value is known does show it. For a complete set $\sum_n\rho_n = \int(ru_{1s})(ru_{2s})\,dr$, and

$$\langle 1s|r^2|2s\rangle = \sqrt2\left[4!\left(\tfrac23\right)^5 - \tfrac12\,5!\left(\tfrac23\right)^6\right] = \sqrt2\,\frac{2304 - 3840}{729} = -\frac{512\sqrt2}{243} = -2.97974 .$$

The bound states give $-4.29878$. The missing $+1.31904$ belongs to the continuum. It is about half as large as the total of all bound states with $n\ge3$, which is $-4.29878 + 6.70442 = 2.40564$, and it has the same sign, so leaving it out removes part of the cancellation against 2p.

The sum rule (1), on which the length form rests, fails too. The 2p term is $0.375\times(-6.70442) = -2.51416$. The other bound terms are positive by (9), and their weights obey $2\Delta_n + \omega_0 < 2\cdot\tfrac18 + \tfrac38 = 0.625$, so together they are less than $0.625\times2.40564 = 1.50353$. The bound-state sum is therefore below $-1.01$ and cannot be zero. With bound states alone the amplitude written with $\mathbf p$ and the amplitude written with $\mathbf r$ are two different numbers.

The physical reason is one of size. The function $ru_{1s}$ lives within a few Bohr radii and $ru_{2s}$ within roughly fifteen. Inside that region all high Rydberg states have nearly the shape of the zero-energy solution, with amplitude $\propto n^{-3/2}$, so they add almost no new shapes; a function as compact as $ru_{1s} = 2r^2e^{-r}$ cannot be built from them. The $l=1$ operator $-\tfrac12d^2/dr^2 + 1/r^2 - 1/r$ turns it into $(2r - r^2)e^{-r}$, and $\int 2r^2e^{-r}(2r - r^2)e^{-r}dr = 2\,(2\cdot3!/2^4 - 4!/2^5) = 0$. Its mean energy is therefore zero, whereas any superposition of bound p states has negative mean energy.

The rate formula (3) is established, and the bound p states alone have been shown to give a wrong rate because they omit the continuum. It remains to evaluate the intermediate sum with a complete discrete basis, obtain $W$ and $A(y)$, and find how $W$ depends on $Z$ and on the nuclear mass.

Numerical values quoted here were computed with a short program.
